# Why oxygen out-diffusion leaves a denuded zone in silicon

## Definitions and the two heat treatments

Let $x\ge 0$ be the depth below the surface of a silicon wafer, and $C(x,t)$ the number of dissolved oxygen atoms per volume. The wafer starts with uniform concentration $C_0$, and $c=C/C_0$. Lengths are in micrometres and times in seconds, since atomic units are unnatural here. The error function and its complement are

$$\operatorname{erf}u=\frac{2}{\sqrt\pi}\int_0^u e^{-v^2}dv,\qquad \operatorname{erfc}u=1-\operatorname{erf}u,$$

and $\operatorname{erfinv}$ is the inverse of $\operatorname{erf}$.

The wafer receives two treatments. In the hot step, of duration $t$, oxygen diffuses with diffusivity $D$ and leaves through the surface, where its concentration is held at $C_s=c_sC_0<C_0$. In the cooler nucleation step, of duration $t_n$, diffusivity $D_n$ and equilibrium oxygen concentration $C_{eq}$, the remaining oxygen is supersaturated by the factor $S=C/C_{eq}$ and forms precipitates. The nucleation rate $J$ is the number of new precipitates per volume and time, and $\nu=Jt_n$ is their final density.

The denuded zone is the layer in which $\nu$ lies below a stated detection limit $\nu_d$. It is therefore defined by a measurement: the density in it is small, not zero.

The question is why a smooth loss of oxygen produces such a layer at all. The answer has two parts. Diffusion fixes how oxygen varies with depth, and nucleation turns a modest variation of oxygen into an enormous variation of precipitate density.

## Diffusion alone makes no edge

Take $D$ independent of concentration and the wafer much thicker than the diffusion length, so that each surface acts alone. Then

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(0,t)=c_s,\qquad c(x,0)=1 .$$

These conditions contain no length, so $c$ can depend on $x$ and $t$ only through $u=x/L$ with $L=2\sqrt{Dt}$. Write $c=f(u)$. Because $\partial u/\partial t=-u/(2t)$ and $(\partial u/\partial x)^2=1/(4Dt)$,

$$-\frac{u}{2t}f'=\frac{D}{4Dt}f''\quad\Rightarrow\quad f''=-2uf'\quad\Rightarrow\quad f'=Ae^{-u^2}.$$

Integration from the surface gives $f=c_s+A(\sqrt\pi/2)\operatorname{erf}u$. The condition $f(\infty)=1$ requires $A=2(1-c_s)/\sqrt\pi$, hence

$$c(x)=c_s+(1-c_s)\operatorname{erf}(x/L).$$

The single length in this profile is $L$. The flux $-D\,\partial C/\partial x$ is linear in concentration: multiplying all concentrations by a factor multiplies the flux by the same factor. Nothing here marks one depth as a boundary.

## Nucleation multiplies the concentration many times

Treat a precipitate nucleus as a sphere of $i$ oxygen atoms with radius $r_1i^{1/3}$. For steady diffusion to an absorbing sphere of radius $R$, the inward current $I=4\pi r^2D_n\,dC/dr$ is the same at every $r$. The concentration is therefore $C-I/(4\pi D_nr)$, and setting it to zero at $R$ gives $I=4\pi RD_nC$. A cluster thus gains atoms at the rate

$$g_i=k\,i^{1/3}C,\qquad k=4\pi r_1D_n .$$

The loss rate $\lambda_{i+1}$ from size $i+1$ to size $i$ is taken to depend on the cluster and the temperature, not on the surrounding oxygen. It can then be found from equilibrium at $C=C_{eq}$. There the bulk precipitate and the solution are in balance, so a cluster costs surface energy alone, written $a\,i^{2/3}$ in units of $k_BT$. The equilibrium populations are $C_{eq}\exp[-a(i^{2/3}-1)]$, normalised to give $C_{eq}$ single atoms. Equal gain and loss between neighbouring sizes requires

$$\lambda_{i+1}=k\,i^{1/3}C_{eq}\exp\{a[(i+1)^{2/3}-i^{2/3}]\}.$$

At another concentration, define reference populations $N_i^0$ by the same balance, $g_iN_i^0=\lambda_{i+1}N_{i+1}^0$. Then $N_{i+1}^0/N_i^0=S\exp\{-a[(i+1)^{2/3}-i^{2/3}]\}$. Starting from $N_1^0=C=SC_{eq}$ and multiplying these ratios,

$$N_i^0=C_{eq}S^i\exp[-a(i^{2/3}-1)].$$

In steady nucleation the actual populations $N_i$ carry the same net flux $J$ through every size. With $y_i=N_i/N_i^0$,

$$J=g_iN_i-\lambda_{i+1}N_{i+1}=g_iN_i^0(y_i-y_{i+1}).$$

Divide by $g_iN_i^0$ and sum over $i$. The differences telescope from $y_1=1$ to $y=0$ at a large size, where clusters are counted as precipitates and removed:

$$\frac1J=\sum_i R_i,\qquad R_i=\frac{1}{k\,i^{1/3}C\,N_i^0}.$$

The $R_i$ act as resistances in series. Since $N_i^0\propto C^i$, each obeys $R_i\propto C^{-(i+1)}$. The logarithmic sensitivity of the rate is therefore

$$n\equiv\frac{d\ln J}{d\ln C}=\frac{\sum_i(i+1)R_i}{\sum_iR_i}=1+\langle i\rangle ,$$

where the average is weighted by $R_i$. Within this model the relation is exact. Its meaning is mass action: a nucleus that needs about fifteen atoms forms at a rate that contains about fifteen factors of concentration, and one more for the atom that carries it onward.

The sum is dominated by sizes near the maximum of $W(i)=a\,i^{2/3}-i\ln S$. Setting $W'=\tfrac23a\,i^{-1/3}-\ln S=0$ gives the critical size

$$i^*=\left(\frac{2a}{3\ln S}\right)^3 .$$

At this size $a=\tfrac32 i^{*1/3}\ln S$, so

$$W(i^*)=\tfrac32i^*\ln S-i^*\ln S=\tfrac12i^*\ln S=\frac{4a^3}{27\ln^2S}.$$

The curvature is $W''(i^*)=-\tfrac29a\,i^{*-4/3}$. Replacing the sum by a Gaussian integral around $i^*$ gives, to leading order,

$$J\simeq k\,i^{*1/3}C\,C_{eq}\,e^{a-W(i^*)}\sqrt{\frac{a\,i^{*-4/3}}{9\pi}} .$$

The powers of $i^*$ combine to $i^{*-1/3}\propto\ln S$. Hence $\ln J=\text{const}+\ln C+\ln\ln S-4a^3/(27\ln^2S)$, and differentiation with respect to $\ln C$ yields

$$n\simeq1+\frac1{\ln S}+\frac{8a^3}{27\ln^3S}=1+\frac1{\ln S}+i^* .$$

As oxygen is lost, $\ln S$ falls and $n$ rises. The rate becomes more sensitive just where it is already small.

## The depth of the zone

Let $c_d$ be the relative concentration at which $J(c_dC_0)\,t_n=\nu_d$. It depends on $C_0$, the nucleation step and the detection limit, but not on the hot step. Setting $c(x_d)=c_d$ in the diffusion profile gives

$$x_d=L\operatorname{erfinv}\frac{c_d-c_s}{1-c_s},\qquad c_s<c_d<1 .$$

At fixed $c_s$ the depth grows as $\sqrt t$. Both inequalities matter. If $c_s\ge c_d$, the hot step leaves enough oxygen for detectable precipitation right up to the surface, and the formula gives no zone. Oxygen lost during the nucleation step, neglected here, can still clear a thin layer at the surface, and this layer is thinner the further $c_s$ lies above $c_d$. If $c_d\ge1$, the bulk itself stays below the limit and there is no boundary.

For $c_s$ just below $c_d$, the expansion $\operatorname{erfinv}z\simeq\sqrt\pi\,z/2$ gives

$$x_d\simeq\frac{\sqrt\pi}{2}\,L\,\frac{c_d-c_s}{1-c_s}.$$

This has a practical consequence. If the surface is held at the oxygen solubility, and solubility rises with temperature, a hotter step increases $D$ but also $c_s$. The depth given by the formula vanishes when $c_s$ reaches $c_d$, however large $D$ is. The formula fails before that point: once $x_d$ is comparable to the diffusion length of the nucleation step, oxygen lost in that step sets the depth. In the worked case below, $c_s=0.54$ gives 0.9 µm by the formula but 1.7 µm with that loss included, and about 1.4 µm remains at $c_s=c_d$. The rule also assumes a surface held at the solubility and a fixed $c_d$. It is not a temperature limit for real wafers, where the ambient can keep the surface far below the solubility and the hot step also dissolves existing nuclei and changes the point defects.

## A worked case

The following round numbers are model parameters, not measured properties of silicon. The hot step has $D=0.01\ \mu\mathrm{m^2/s}$, $t=40000$ s and $c_s=0.3$, so

$$L=2\sqrt{0.01\times40000}\ \mu\mathrm m=40\ \mu\mathrm m .$$

The nucleation step has $D_n=10^{-5}\ \mu\mathrm{m^2/s}$, $t_n=50000$ s, $a=17$ and $r_1=2\times10^{-4}\ \mu$m. With $C_0=10^6\ \mu\mathrm m^{-3}$ and $C_{eq}=10^4\ \mu\mathrm m^{-3}$, the bulk supersaturation is 100. The detection limit is $\nu_d=10^{-6}\ \mu\mathrm m^{-3}$.

In the bulk $\ln S=4.605$, so $i^*=(11.33/4.605)^3\simeq14.9$ and $n\simeq1+0.2+14.9=16.1$. The full sum gives $J=2.38\times10^{-6}\ \mu\mathrm m^{-3}\mathrm s^{-1}$, hence

$$\nu_{bulk}=2.38\times10^{-6}\times50000\ \mu\mathrm m^{-3}\simeq0.119\ \mu\mathrm m^{-3},$$

or $1.2\times10^{11}\ \mathrm{cm^{-3}}$.

The limit $\nu_d$ is lower than this by a factor $1.19\times10^5$, yet it is reached at $c_d=0.551$. Losing 45 % of the oxygen removes all but about one in $10^5$ of the precipitates. The mean sensitivity over this interval is $\ln(1.19\times10^5)/\ln(1/0.551)\simeq19.6$, between the bulk value 16.1 and the edge value 23.8.

The depth follows:

$$x_d=40\operatorname{erfinv}\frac{0.551-0.3}{0.7}\ \mu\mathrm m=40\times0.330\ \mu\mathrm m\simeq13.2\ \mu\mathrm m .$$

A finite-difference solution of the diffusion equation gives the same depth, and a depth ratio of 2.00 for a fourfold time. The small-depth formula gives 12.7 µm, about 4 % below the full result. In the opposite case of a surface kept free of oxygen, $c_s=0$ and the same threshold lies at $40\operatorname{erfinv}(0.551)\simeq21$ µm.

## What would happen with a weaker response

Suppose the precipitate density were merely proportional to oxygen, with the same bulk value. At the surface it would be $0.3\times0.119\simeq0.036\ \mu\mathrm m^{-3}$, far above the detection limit. The oxygen profile would be unchanged, but there would be no denuded zone.

A constant power $n$ shows how strong the response must be. The surface density is then $\nu_{bulk}c_s^n$, which lies below $\nu_d$ only if

$$n>\frac{\ln(\nu_{bulk}/\nu_d)}{\ln(1/c_s)}=\frac{11.69}{1.204}\simeq9.7 .$$

It is thus not enough for nucleation to be somewhat more sensitive than diffusion. For these parameters the power must be near ten or more. The nucleation model exceeds this easily: its rate at the surface is $8\times10^{-14}$ of the bulk rate.

## In what sense the boundary is sharp

The chain rule gives the local distance $\ell$ over which the density changes by a factor $e$:

$$\frac1\ell=\frac{d\ln\nu}{dx}=n\,\frac1c\frac{dc}{dx},\qquad \frac{dc}{dx}=\frac{2(1-c_s)}{\sqrt\pi\,L}e^{-x^2/L^2}.$$

At the edge,

$$\frac{dc}{dx}=\frac{2\times0.7}{\sqrt\pi\times40}\,e^{-0.330^2}\ \mu\mathrm m^{-1}\simeq0.0177\ \mu\mathrm m^{-1}.$$

The corresponding length for oxygen is $0.551/0.0177\simeq31$ µm. Dividing by $n=23.8$ gives $\ell\simeq1.3$ µm, one tenth of the zone depth. The error function supplies the 31 µm; the factor 24 comes from nucleation. An error-function profile therefore locates the boundary but does not by itself make it sharp.

The edge is still not a wall. Raising the detection limit tenfold moves it from 13.2 to 16.6 µm. The local estimate $\ell\ln10\simeq3.0$ µm is slightly less than this shift of 3.4 µm, because $\ell=c/(n\,dc/dx)$ grows with depth: $c$ rises while both $n$ and $dc/dx$ fall.

On a linear scale the picture changes more strongly. The density reaches 10 % of its bulk value at 37.7 µm and 90 % at 73.6 µm, a rise over 36 µm. The oxygen step itself takes 43 µm between 10 % and 90 % of its rise from surface to bulk. Here the large sensitivity has hardly narrowed the transition.

The reason appears for a constant large $n$. Write $c=1-(1-c_s)\operatorname{erfc}u$. Where the deficit $\delta=(1-c_s)\operatorname{erfc}u$ is small enough that $n\delta^2\ll1$, the expansion $\ln(1-\delta)\simeq-\delta$ gives

$$\frac{\nu}{\nu_{bulk}}=c^n\simeq\exp[-n(1-c_s)\operatorname{erfc}u].$$

The density reaches a fraction $f$ of its bulk value at $u_f$, where

$$\operatorname{erfc}u_f=\frac{\ln(1/f)}{n(1-c_s)} .$$

A larger $n$ makes a smaller oxygen deficit matter, so the rise moves outward into the flat tail of the profile. There $\operatorname{erfc}u\simeq e^{-u^2}/(u\sqrt\pi)$. Take the ratio of the conditions for $f=0.1$ and $f=0.9$ and neglect the slowly varying factor $1/u$:

$$u_{0.9}^2-u_{0.1}^2\simeq\ln\frac{\ln10}{\ln(10/9)}\simeq3.1,\qquad u_{0.9}-u_{0.1}\simeq\frac{3.1}{u_{0.9}+u_{0.1}} .$$

Since both $u_f$ grow roughly as $\sqrt{\ln n}$, the width shrinks only as $1/\sqrt{\ln n}$. For $n=20$, 200 and 2000 the exact width of $c^n$ is 35, 27 and 23 µm. The estimate above gives 43, 30 and 25 µm, since the neglected factor $1/u$ still matters at moderate $n$. The flattening of the oxygen profile nearly cancels the gain in sensitivity.

The two descriptions concern different parts of one curve. A count that detects rare precipitates sees a narrow boundary near 13 µm. A measurement proportional to precipitate density sees a gradual rise tens of micrometres deeper.

## When the explanation holds

The calculation treats the oxygen profile as frozen during nucleation. The diffusion length in that step is 1.4 µm, so the edge lies more than nine such lengths from the surface and does not feel a change of surface concentration. What remains is slight further spreading: $L^2$ grows from 1600 to 1602 µm², so by the end of the step the depth at which $c=c_d$ has moved inward by $13.2\times2/(2\times1600)\simeq0.008$ µm. The diffusion calculation, with the surface lowered to $C_{eq}$, finds the same shift for the final profile. Since the density accumulates over the whole step, the edge itself moves by about half of this, 0.004 µm.

Steady nucleation also needs time to develop. Count a cluster as formed when it reaches 80 atoms, well above the critical size. Starting without clusters, the number formed in $t_n$ is then 97.5 % of the steady estimate in the bulk and 94.8 % at the edge concentration. A measurement that sees only larger precipitates must also wait for them to grow, so its yield is lower and its edge deeper, by an amount that increases with the smallest visible size. For the 80-atom count, the effect on the depth is small. A density deficit of 5 % moves the edge by about $0.05\,\ell\simeq0.07$ µm.

Oxygen consumption is a larger correction, because $n$ amplifies it. In the bulk, small clusters hold about 1 % as much oxygen as the single atoms. If the single atoms are depleted by that amount, $J$ falls by a factor of about $0.99^{16}\simeq0.85$, that is by 14 to 15 %. At the edge the same depletion would move the boundary by $31\times0.01\simeq0.3$ µm. The small clusters are mostly pairs, however, and their share is proportional to $S$, so the actual shift is about half of this. Grown precipitates take less: even if all of them grew from the beginning without losing atoms, they would hold 0.3 % of the bulk oxygen. For a count that includes clusters of up to about a thousand atoms, the depth is therefore best quoted as 13 to 14 µm. For larger visible sizes the growth delay dominates: within this model the edge lies near 14 µm for 3000 atoms, 17 µm for $10^4$ atoms (radius about 4 nm) and 26 µm for $1.5\times10^4$ atoms. In practice precipitates are made visible by a further growth anneal, which is not modelled here.

Other limits lie in the nucleation model. It omits strain, assumes that no nuclei exist before the cooler step, and allows no later dissolution. It also gives $J$ no dependence on vacancies or other point defects. If $J$ depends on a vacancy concentration $V(x)$ as well, the edge slope becomes

$$\frac{d\ln\nu}{dx}=n\frac{d\ln C}{dx}+\frac{\partial\ln J}{\partial\ln V}\frac{d\ln V}{dx}.$$

The second term can sharpen, blur or displace the boundary, and an oxygen profile alone no longer determines the zone. If it is negligible and the other assumptions hold, the explanation stands as derived: diffusion lowers oxygen gently towards the surface, and the many-atom nucleus converts that gentle fall into a layer with almost no precipitates. The numerical output below gives the values behind these estimates.

## Computed values

```
Hot-step diffusivity: 0.01 um^2/s
Hot-step time: 40000 s
Diffusion length L = 2 sqrt(Dt): 40.00 um
Nucleation-step diffusivity: 1.0e-05 um^2/s
Nucleation time: 50000 s
Nucleation-step length: 1.414 um
Bulk oxygen C0: 1.00e+06 um^-3
Equilibrium oxygen in nucleation step: 1.00e+04 um^-3
Surface oxygen / C0, cs: 0.300 (dimensionless)
Bulk supersaturation: 100.0 (dimensionless)
Surface-energy parameter a: 17.0 (dimensionless)
Atomic radius parameter: 2.0e-04 um
Attachment constant k: 2.5133e-08 um^3/s
Detection limit: 1.0e-06 um^-3
Largest profile error / C0: 9.6e-07 (dimensionless)
Supersaturation, bulk: 100.00 (dimensionless)
Critical size, bulk: 14.91 atoms
Barrier, bulk: 34.32 kT
Sensitivity n, bulk: 16.123 (dimensionless)
Saddle estimate of n, bulk: 16.122 (dimensionless)
Nucleation rate, bulk: 2.382e-06 um^-3 s^-1
Saddle-point rate, bulk: 2.380e-06 um^-3 s^-1
Supersaturation, edge: 55.12 (dimensionless)
Critical size, edge: 22.58 atoms
Barrier, edge: 45.27 kT
Sensitivity n, edge: 23.832 (dimensionless)
Saddle estimate of n, edge: 23.832 (dimensionless)
Nucleation rate, edge: 2.000e-11 um^-3 s^-1
Saddle-point rate, edge: 1.999e-11 um^-3 s^-1
Bulk precipitate density: 0.1191 um^-3
Threshold c_d = C/C0: 0.5512 (dimensionless)
erf argument x_d/L: 0.3296 (dimensionless)
Denuded depth, formula: 13.185 um
Denuded depth, finite differences: 13.185 um
Depth ratio for fourfold time: 2.0000 (dimensionless)
Oxygen e-fold length at edge: 31.12 um
Precipitate e-fold length, formula: 1.306 um
Precipitate e-fold length, numerical: 1.306 um
Depth for tenfold detection limit: 16.560 um
Depth of 10 % of bulk density: 37.68 um
Depth of 90 % of bulk density: 73.58 um
Precipitate 10-90 % width: 35.90 um
Oxygen-step 10-90 % width: 42.97 um
10-90 % width for constant n = 20: 35.43 um
10-90 % width for constant n = 200: 27.40 um
10-90 % width for constant n = 2000: 22.94 um
Surface/bulk nucleation rate: 8.42e-14 (dimensionless)
Surface density if linear in C: 0.0357 um^-3
Transient/steady yield, bulk: 0.9751 (dimensionless)
Transient/steady yield, edge: 0.9482 (dimensionless)
Edge shift during nucleation: 0.0082 um
Oxygen in small clusters, bulk: 0.956 %
Oxygen in grown precipitates, bound: 0.289 %
```
